# Zero-point and thermal parts of the Debye B factor of aluminium

## The problem

Atoms in a crystal vibrate, and this weakens its Bragg reflections. For a reflection at Bragg angle $\theta$ and wavelength $\lambda$, let $s=\sin\theta/\lambda$. The scattered amplitude is multiplied by $e^{-Bs^2}$ and the intensity by $e^{-2Bs^2}$. In the Debye model of a monatomic crystal,

$$
B=\frac{6h^2}{Mk\Theta}\left[\frac{\phi(x)}{x}+\frac14\right],\qquad
x=\frac{\Theta}{T},\qquad
\phi(x)=\frac1x\int_0^x\frac{\xi\,d\xi}{e^\xi-1}. \tag{1}
$$

Here $M$ is the atomic mass, $k$ Boltzmann's constant, $\Theta$ the Debye temperature and $h$ Planck's constant (not $\hbar$).

Evaluate $B$ for aluminium at 0, 100 and 300 K, and state at each temperature how much of it is due to zero-point motion. Take $M=26.982$ u and $\Theta=400$ K. The latter is a rounded input of the right rough size for this metal, held fixed at all temperatures.

## A tempting solution at 300 K

The prefactor of equation (1) is $1.0646$ Å$^2$; its arithmetic is given below. At 300 K, $x=400/300=1.3333$. One may then argue as follows.

"For small $x$ the integrand $\xi/(e^\xi-1)$ is close to 1, so $\phi(x)\to1$. Room temperature is not far below $\Theta$, so I set $\phi=1$. The thermal part of the bracket is then $1/x=0.75$, which is the classical result. Zero-point motion adds $1/4$. The bracket is $0.75+0.25=1$, and $B=1.0646$ Å$^2$, of which one quarter is zero-point motion."

The limit $\phi\to1$ is correct, and so is the identification of $1/x$ with classical motion. The answer is nevertheless too large, and raising the temperature does not remove the absolute error.

## Where the fault lies

What enters $B$ is $\phi/x$, not $\phi$. A correction to $\phi$ proportional to $x$ becomes a constant after division by $x$, and that constant has to be compared with $1/4$. So $\phi$ is needed to first order in $x$ at least. A few more terms will serve for the evaluation.

Put $y=\xi/2$. Since

$$
\frac{1}{e^{\xi}-1}=\frac12\left(\frac{e^\xi+1}{e^\xi-1}-1\right)=\frac12\coth\frac{\xi}{2}-\frac12,
$$

multiplication by $\xi=2y$ gives

$$
\frac{\xi}{e^\xi-1}=y\coth y-\frac{\xi}{2}.
$$

The even function $y\coth y$ is the ratio

$$
y\coth y=\frac{\cosh y}{(\sinh y)/y}
=\frac{1+y^2/2+y^4/24+\dots}{1+y^2/6+y^4/120+\dots}=1+ay^2+by^4+\dots
$$

Multiply by the denominator and compare powers. The $y^2$ terms give $a+1/6=1/2$, so $a=1/3$. The $y^4$ terms give $b+a/6+1/120=1/24$, so $b=-1/45$. With $y=\xi/2$,

$$
\frac{\xi}{e^\xi-1}=1-\frac{\xi}{2}+\frac{\xi^2}{12}-\frac{\xi^4}{720}+\dots
$$

Integrating from 0 to $x$ and dividing by $x^2$,

$$
\frac{\phi(x)}{x}=\frac1x-\frac14+\frac{x}{36}-\frac{x^3}{3600}+\dots \tag{2}
$$

The second term is the one that was lost. It cancels the zero-point $1/4$ in equation (1):

$$
\frac{\phi(x)}{x}+\frac14=\frac1x+\frac{x}{36}-\frac{x^3}{3600}+\dots \tag{3}
$$

The classical value $1/x$ therefore approximates the **whole** bracket at high temperature, not its thermal part. Adding $1/4$ to it counts the zero-point motion twice. As $x\to0$ the relative error of the tempting answer does vanish, because $1/x$ grows. Its absolute error in the bracket tends to $1/4$, which is as large as the zero-point part the problem asks us to isolate.

To see the same thing in the motion itself, we need to know where the two terms of equation (1) come from.

## Where the two terms come from

The algebra is in atomic units, $\hbar=1$, so $h=2\pi$. The forces are taken to be harmonic.

### One oscillator

Let a mode have mass $M$, frequency $\omega$ and coordinate

$$
Q=c\,(a+a^\dagger),\qquad c^2=\frac{1}{2M\omega},\qquad [a,a^\dagger]=1 .
$$

Scattering measures the average phase factor $F(q)=\langle E\rangle$, with $E=e^{iqQ}$. The average is taken with the thermal density operator $\rho\propto e^{-H/kT}$. Let $z=e^{-\omega/kT}$. Because $a$ lowers the energy by $\omega$ and $a^\dagger$ raises it by $\omega$,

$$
a\rho=z\,\rho a,\qquad \rho a^\dagger=z\,a^\dagger\rho .
$$

Also $[a,Q]=c$ and $[a^\dagger,Q]=-c$ are numbers, so $[a,E]=iqc\,E$ and $[a^\dagger,E]=-iqc\,E$. The trace is unchanged by cyclic reordering, hence

$$
\langle Ea\rangle=\mathrm{Tr}(a\rho E)=z\langle aE\rangle,\qquad
\langle a^\dagger E\rangle=z\,\mathrm{Tr}(a^\dagger\rho E)=z\langle Ea^\dagger\rangle .
$$

In the first relation insert $Ea=aE-iqcE$, and in the second $Ea^\dagger=a^\dagger E+iqcE$. Solving each,

$$
\langle aE\rangle=\frac{iqc\,F}{1-z},\qquad
\langle a^\dagger E\rangle=\frac{iqc\,z\,F}{1-z}.
$$

The derivative of $F$ follows from their sum:

$$
\frac{dF}{dq}=i\langle QE\rangle=ic\,\langle(a+a^\dagger)E\rangle=-q\,c^2\,\frac{1+z}{1-z}\,F .
$$

With $F(0)=1$ the solution is a Gaussian in $q$. Since $\langle Q^2\rangle=-F''(0)$, its coefficient is the mean square displacement:

$$
F(q)=e^{-q^2\langle Q^2\rangle/2},\qquad
\langle Q^2\rangle=\frac{1}{2M\omega}\,\frac{1+z}{1-z}=\frac{1}{M\omega}\left(n+\frac12\right),\qquad
n=\frac{1}{e^{\omega/kT}-1}. \tag{4}
$$

The last form uses $(1+z)/(1-z)=1+2z/(1-z)=1+2n$. The $\tfrac12$ is the zero-point motion, and $n$ is the mean number of thermally excited quanta.

### All modes of the crystal

Let $u$ be the displacement of an atom along the scattering vector. It is one component, not the length of the full displacement. It is a linear combination of independent mode coordinates, so its phase factor is a product of Gaussians, which is again a Gaussian. The scattering vector has length $q=2(2\pi/\lambda)\sin\theta=4\pi s$, so

$$
\langle e^{iqu}\rangle=e^{-q^2\langle u^2\rangle/2}=e^{-8\pi^2\langle u^2\rangle s^2},
\qquad\text{that is}\qquad B=8\pi^2\langle u^2\rangle .
$$

Take $N$ atoms, one per primitive cell. A normalized mode is a standing wave with wavevector $\boldsymbol\kappa$ and unit polarization vector $\mathbf e_j$, $j=1,2,3$. Let $\mathbf n$ be the unit vector along the scattering vector. Different modes are uncorrelated, so their mean squares add. Summed over all atoms, the squared $\mathbf n$ components of a normalized mode give $(\mathbf n\cdot\mathbf e_j)^2$. All atoms are equivalent, so each has the average value

$$
\langle u^2\rangle=\frac1N\sum_{\boldsymbol\kappa}\sum_{j=1}^{3}(\mathbf n\cdot\mathbf e_j)^2\,\langle Q^2\rangle_{\boldsymbol\kappa j}.
$$

The Debye model gives all three polarizations the same frequency, proportional to $|\boldsymbol\kappa|$. Then $\langle Q^2\rangle$ does not depend on $j$, and $\sum_j(\mathbf n\cdot\mathbf e_j)^2=1$ because the $\mathbf e_j$ are orthonormal. What remains is the average of equation (4) over the wavevectors. The three uniform translations at $\boldsymbol\kappa=0$ are left out. They have $\omega=0$, where equation (4) diverges, but they shift the crystal as a whole and do not change the scattered intensity. The modes near $\boldsymbol\kappa=0$ do no harm in three dimensions. Their number grows as $\kappa^2\,d\kappa$ while $\langle Q^2\rangle$ grows at worst as $1/\omega^2\propto1/\kappa^2$, so the region $\kappa\lesssim 1/L$ missing in a crystal of edge $L$ contributes a part of relative order $N^{-1/3}$, which vanishes for a large crystal.

The model also replaces the region of allowed wavevectors by a uniformly filled sphere. The fraction of wavevectors with frequency below $\omega$ is $(\omega/\omega_D)^3$, where $\omega_D=k\Theta$ is the frequency at the surface. The normalized density is its derivative, $g(\omega)=3\omega^2/\omega_D^3$, and

$$
\langle u^2\rangle=\int_0^{\omega_D}\frac{3\omega^2}{\omega_D^3}\,\frac{n+\frac12}{M\omega}\,d\omega
=\frac{3}{M\omega_D^3}\int_0^{\omega_D}\omega\left(n+\frac12\right)d\omega .
$$

The zero-point term is

$$
\frac{3}{M\omega_D^3}\cdot\frac12\cdot\frac{\omega_D^2}{2}=\frac{3}{4M\omega_D}.
$$

For the thermal term put $\omega=kT\xi$, so that the upper limit becomes $\omega_D/kT=x$, and use $kT=\omega_D/x$:

$$
\frac{3(kT)^2}{M\omega_D^3}\int_0^x\frac{\xi\,d\xi}{e^\xi-1}
=\frac{3}{M\omega_D x^2}\,x\,\phi(x)=\frac{3}{M\omega_D}\,\frac{\phi(x)}{x}.
$$

Multiplying the sum by $8\pi^2$,

$$
B=\frac{24\pi^2}{Mk\Theta}\left[\frac{\phi(x)}{x}+\frac14\right].
$$

Since $h=2\pi$ here, $24\pi^2=6h^2$, and this is equation (1). The separation asked for is

$$
B_0=\frac{3h^2}{2Mk\Theta},\qquad
B_{\rm th}(T)=\frac{6h^2}{Mk\Theta}\,\frac{\phi(x)}{x}. \tag{5}
$$

With $\Theta$ fixed, $B_0$ is the same at every temperature.

The double counting can now be seen mode by mode. At high temperature the expansion found earlier, divided by $\xi=\omega/kT$, gives

$$
n=\frac{kT}{\omega}-\frac12+\frac{\omega}{12kT}-\dots
$$

The classical mean square displacement $kT/(M\omega^2)$ is thus the limit of the full $(n+\tfrac12)/(M\omega)$. The thermally excited quanta alone fall short of it by half a quantum.

## The right solution

### Prefactor

In electronvolts and ångströms, $\hbar^2/M=1.54927\times10^{-4}$ eV Å$^2$ and $k\Theta=0.034469$ eV. Hence

$$
\frac{6h^2}{Mk\Theta}=24\pi^2\,\frac{\hbar^2/M}{k\Theta}
=\frac{236.871\times1.54927\times10^{-4}}{0.034469}\ \text{Å}^2=1.0646\ \text{Å}^2 .
$$

The last digit is that of the unrounded constants; the rounded values shown give 1.0647. Four decimals are carried through the arithmetic; how many of them mean anything is considered at the end.

### 0 K

The integral in $\phi$ stays finite as $x\to\infty$ (its limit is found below), so $\phi(x)/x$, which is the integral divided by $x^2$, vanishes. Only $1/4$ remains:

$$
B(0)=B_0=\frac{1.0646}{4}\ \text{Å}^2=0.2662\ \text{Å}^2 .
$$

### 100 K

Here $x=4$, and an expansion in exponentials is convenient. For $\xi>0$, $1/(e^\xi-1)=\sum_{n\ge1}e^{-n\xi}$, where $n$ is now a summation index. Integration by parts gives

$$
\int_x^\infty \xi e^{-n\xi}\,d\xi=e^{-nx}\left(\frac xn+\frac1{n^2}\right).
$$

At $x=0$ this is $1/n^2$, and $\sum_n 1/n^2=\pi^2/6$ is the integral over the whole range. Subtracting the part beyond $x$,

$$
\int_0^x\frac{\xi\,d\xi}{e^\xi-1}=\frac{\pi^2}{6}-\sum_{n\ge1}e^{-nx}\left(\frac xn+\frac1{n^2}\right).
$$

Three terms of the sum suffice:

$$
1.644934-0.091578-0.000755-0.000009=1.552592 .
$$

Division by $x^2=16$ gives $\phi(x)/x=0.09704$, and

$$
B_{\rm th}=1.0646\times0.09704\ \text{Å}^2=0.1033\ \text{Å}^2,\qquad
B=0.2662+0.1033=0.3695\ \text{Å}^2 .
$$

The zero-point share is $0.2662/0.3695=72\,\%$.

Dropping the exponentials leaves the low-temperature law $\phi(x)/x\approx\pi^2/(6x^2)$, so the thermal part starts as $T^2$. At 100 K this law gives $0.10281$, about 6 % above the full thermal value. The replacement $\phi=1$ would give $1/x=0.25$ instead, more than twice the correct $0.09704$.

### 300 K

With $x=1.3333$, equation (3) gives

$$
\frac{\phi(x)}{x}+\frac14=0.750000+0.037037-0.000658=0.786379 .
$$

Numerical integration gives $0.78640$, so the omitted terms do not matter here. Using the integrated value,

$$
B=1.0646\times0.78640\ \text{Å}^2=0.8372\ \text{Å}^2 .
$$

The thermal bracket is $0.78640-0.25=0.53640$, so $B_{\rm th}=0.5711$ Å$^2$. The other $0.2662$ Å$^2$ is zero-point motion, a share of 32 %.

The tempting answer, $1.0646$ Å$^2$, is 27 % above this. The purely classical value, $1.0646\times0.75=0.7985$ Å$^2$, is about 5 % below it. At this temperature it is better to ignore quantum mechanics altogether than to add the zero-point part to the classical result.

### Results

| $T$ (K) | $B_0$ (Å$^2$) | $B_{\rm th}$ (Å$^2$) | $B$ (Å$^2$) | $B$ (bohr$^2$) |
|---|---|---|---|---|
| 0 | 0.27 | 0 | 0.27 | 0.95 |
| 100 | 0.27 | 0.10 | 0.37 | 1.32 |
| 300 | 0.27 | 0.57 | 0.84 | 2.99 |

The root-mean-square displacement along one direction, $\sqrt{B/8\pi^2}$, is 0.058 Å at 0 K and 0.103 Å at 300 K. For a reflection at the round value $s=0.5$ Å$^{-1}$, close to the (400) reflection of aluminium ($s\approx0.49$ Å$^{-1}$ for a lattice constant of 4.05 Å), the intensity factor $e^{-2Bs^2}$ is 0.88, 0.83 and 0.66 at the three temperatures. In this model, then, cooling to absolute zero still leaves that reflection about 12 % weaker than it would be for atoms at rest.

## How far the numbers can be trusted

The input $\Theta$ is rounded, and $B$ responds to it differently at the two ends of the range. At 0 K, $B\propto1/\Theta$. In the classical limit the bracket is $T/\Theta$, so $B\propto T/\Theta^2$. Changing $\Theta$ to 380 or 420 K moves $B$ to 0.280 or 0.253 Å$^2$ at 0 K, and to 0.924 or 0.763 Å$^2$ at 300 K. For such an uncertainty in $\Theta$, the second decimal in the table is already uncertain at 0 K, and at 300 K the shift of 0.07 to 0.09 Å$^2$, about 10 %, is nearly a unit of the first decimal.

The form of the spectrum is a separate assumption. By equation (4), $B$ at 0 K depends on the average of $1/\omega$ over the modes, and in the classical limit on the average of $1/\omega^2$. A real spectrum is not exactly $3\omega^2/\omega_D^3$, and the value of $\Theta$ that reproduces one average need not reproduce the other.

Finally, the forces were taken as harmonic and $\Theta$ as constant. If the crystal softens as it warms, $\Theta$ falls and $B$ rises faster than equation (1) predicts with a fixed $\Theta$. The term with $1/4$ then also changes with temperature, and it is no longer the value of $B$ at 0 K.

The numerical check compares equation (1) with an explicit sum over wavevectors at all three temperatures, and equation (4) with the diagonalization of two coupled quantum oscillators.

## Computed results

```
Al atomic mass = 26.982 u = 49184.3 electron masses
Debye temperature (input) = 400 K
k Theta = 0.034469 eV
hbar^2/M = 1.54927e-04 eV A^2
24 pi^2 = 236.871
prefactor 6h^2/(M k Theta) = 1.0646 A^2
zero-point part of B = 0.2662 A^2
100 K: x = 4.0000, pi^2/6 = 1.644934
100 K: exponential terms n=1,2,3 = 0.091578 0.000755 0.000009
100 K: integral from expansion = 1.552592
100 K: low-T estimate of phi/x = 0.10281
300 K: x = 1.3333
300 K: series terms = 0.750000 0.037037 -0.000658
300 K: bracket from series = 0.786379
T = 0 K: phi/x = 0.00000, bracket = 0.25000
  B = 0.2662 A^2 = 0.9505 bohr^2
  thermal part of B = 0.0000 A^2
  zero-point share of B = 100.0 %
  rms displacement, one direction = 0.0581 A
  intensity factor at s = 0.5 1/A: 0.8754
  B from explicit wavevector sum = 0.2662 A^2
  B for Theta = 380 K, 420 K: 0.2802, 0.2535 A^2
T = 100 K: phi/x = 0.09704, bracket = 0.34704
  phi = 0.38815
  B = 0.3695 A^2 = 1.3194 bohr^2
  thermal part of B = 0.1033 A^2
  zero-point share of B = 72.0 %
  rms displacement, one direction = 0.0684 A
  intensity factor at s = 0.5 1/A: 0.8313
  B from explicit wavevector sum = 0.3695 A^2
  B for Theta = 380 K, 420 K: 0.3994, 0.3435 A^2
T = 300 K: phi/x = 0.53640, bracket = 0.78640
  phi = 0.71520
  B = 0.8372 A^2 = 2.9898 bohr^2
  thermal part of B = 0.5711 A^2
  zero-point share of B = 31.8 %
  rms displacement, one direction = 0.1030 A
  intensity factor at s = 0.5 1/A: 0.6580
  B from explicit wavevector sum = 0.8372 A^2
  B for Theta = 380 K, 420 K: 0.9236, 0.7629 A^2
300 K: classical B = 0.7985 A^2
300 K: classical B / Debye B = 0.9537
300 K: wrong sum classical + zero-point = 1.0646 A^2
coupled oscillators: <x^2> direct 0.622181, modes 0.622181 (model units)
```
